# Newton Solution of a Ferroelectric Film between Semiconducting Electrodes

A uniformly polarized ferroelectric film short-circuited between two electrodes of the same ideal metal has no internal field and keeps its full polarization in either direction. With doped oxides as electrodes both statements fail. In the example below, a film whose unloaded polarization is 25 µC/cm² keeps only 19.5 µC/cm² at 10 nm thickness. A single linear screening length does not repair the picture: at 40 nm the same electrode drops 0.52 V when depleted and 0.12 V when accumulated, at nearly equal charge. Polarization and carrier distribution must therefore be solved together.

## Two unknowns by hand

Let a film cell of thickness $d$ touch a metal on its right, at potential zero, and a semiconductor on its left. The interface potential is $\phi$, so the film field is $E=\phi/d$. The film obeys

$$aP+bP^3=E,\qquad a<0,\; b>0 .$$

Represent the electrode by one cell whose far end is at zero potential. Its displacement points towards the interface and is proportional to $-\phi$. Gauss's law says that film displacement minus electrode displacement equals the charge at the interface node, donors minus electrons. With Boltzmann electrons this charge is proportional to $1-e^{u}$, where $u=e\phi/kT$.

Measure $P$ in units of $\sqrt{-a/b}$ and choose round coefficients:

$$R=P^3-P-u=0,\qquad S=P+u-5(1-e^{u})=0 .$$

The term $+u$ in $S$ collects the linear dielectric displacements on both sides. Newton's method replaces each residual by its tangent, so the corrections $p$ and $v$ to $P$ and $u$ obey

$$(3P^2-1)p-v=-R,\qquad p+(1+5e^{u})v=-S .$$

Start with the ideal-metal answer, $P=1$, $u=0$. Then $R=0$, $S=1$, and

$$2p-v=0,\quad p+6v=-1\;\Rightarrow\; v=2p,\quad 13p=-1 .$$

Hence $p=-1/13$, $v=-2/13$, and the new point is $P=0.9231$, $u=-0.1538$. There $R=0.0173$, $S=0.0563$, and the equations are

$$1.556p-v=-0.0173,\qquad p+5.287v=-0.0563 .$$

Inserting $v=1.556p+0.0173$ into the second gives $9.228p=-0.1477$, so $p=-0.0160$ and $v=-0.0076$. Now $P=0.9071$, $u=-0.1615$, and both residuals are below $10^{-3}$. The interface potential is negative: electrons are repelled, donors screen the polarization, and the film field opposes $P$.

Two features survive in the full problem. First, $P=u=0$ also solves both equations, and Newton started there stays there, so the start selects the state. A built-in voltage, absent in this small example, shifts the third solution away from zero. Second, at $P=1/\sqrt3$ the coefficient $3P^2-1$ vanishes. Eliminating $p$ through the first equation would divide by zero, yet the determinant of the pair is $(3P^2-1)(1+5e^u)+1=1$. Keeping polarization and potential as joint unknowns avoids this artificial singularity.

## The equations of the whole stack

Let $x$ and positive $P$ point from left to right. The model is one-dimensional, single-domain and in equilibrium. Every layer obeys

$$E=aP+bP^3,\quad D=\epsilon_bE+P,\quad E=-\phi',\quad D'=\rho .$$

Here $\epsilon_b$ is the background permittivity, which describes the response not contained in $P$. The film has $a<0$ and no charge. The electrodes are one material with two dopings; they have $a>0$, and $b>0$ makes their permittivity fall with field.

Donors of density $N$ are fully ionized and holes are neglected, so

$$\rho=e[N-N_cF_{1/2}(\eta)],\qquad F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}},$$

with $N_c$ the effective density of states and $\eta$ the Fermi level above the conduction edge, divided by $kT$. With bias $V$ on the left electrode, $\eta=e(\phi-V)/kT$ on the left and $\eta=e\phi/kT$ on the right. Neutrality, $N=N_cF_{1/2}(\eta)$, fixes the bulk values $\eta_L$ and $\eta_R$. The end potentials are then $V+kT\eta_L/e$ and $kT\eta_R/e$, and

$$\int E\,dx=V+V_{bi},\qquad V_{bi}=\frac{kT}{e}(\eta_L-\eta_R).$$

Each electrode has a flat Fermi level. At $V=0$ this is equilibrium; at finite bias it assumes negligible leakage.

## Discretization and the Newton matrix

Place $\phi_i$ on nodes and $P_j$ in the cells between nodes $j$ and $j+1$, of width $h_j$. Then $E_j=-(\phi_{j+1}-\phi_j)/h_j$. Multiplying the polarization law by $h_j$ gives

$$R_j=h_j(a_jP_j+b_jP_j^3)+\phi_{j+1}-\phi_j=0 .$$

Integrating $D'=\rho$ from the middle of cell $i-1$ to the middle of cell $i$ gives

$$S_i=D_i-D_{i-1}-w_i\rho_i=0,\qquad D_j=P_j-c_j(\phi_{j+1}-\phi_j),$$

where $c_j=\epsilon_{b,j}/h_j$ and $w_i$ is the electrode width within the integration interval. Inside an electrode $w_i=h$; at an interface only the electrode half-cell counts, $w_i=h/2$. The jump of $D$ there is $\rho_ih/2$, which vanishes as $h\to0$. Displacement continuity is thus the ordinary node equation and needs no extra condition. A fixed interface sheet charge $\sigma$ would be added to $w_i\rho_i$.

For the derivative of the charge, the Fermi function depends on $t-\eta$, so $\partial_\eta=-\partial_t$ on it. Integration by parts then gives $F_j'=F_{j-1}$. Hence $d\rho/d\phi=-(e^2N_c/kT)F_{-1/2}$, and the minus sign in $S_i$ makes the contribution positive:

$$h_j(a_j+3b_jP_j^2)\,\delta P_j+\delta\phi_{j+1}-\delta\phi_j=-R_j,$$

$$-c_{i-1}\delta\phi_{i-1}+\Big(c_{i-1}+c_i+\frac{w_ie^2N_c}{kT}F_{-1/2}\Big)\delta\phi_i-c_i\delta\phi_{i+1}+\delta P_i-\delta P_{i-1}=-S_i .$$

In the order $\phi_0,P_0,\phi_1,P_1,\dots$ each row reaches at most two places to either side. The matrix has five diagonals, and a banded solution costs a time proportional to the number of cells.

The algorithm is:

1. Set the electrodes to their neutral potentials, interpolate $\phi$ linearly through the film, and give the film $P=+P_0$, $-P_0$ or $0$, where $P_0=\sqrt{-a/b}$ of the film. Set $P=0$ in the electrodes.
2. Build the residuals and the matrix, and solve for the corrections.
3. Shorten the whole correction if a potential would change by more than 0.3 V or the film polarization by more than 5 µC/cm².
4. Repeat until the largest potential correction is below $10^{-10}$ V.

The shortening is a safeguard, not a proof of convergence from every start. Where two states merge as the bias changes, the full matrix itself becomes singular and Newton's method slows or fails.

## A solution without a grid

The electrodes can also be integrated once in closed form, which provides an independent result. Since $dD=\rho\,dx$ and $E\,dx=-d\phi$,

$$E\,dD=-\rho\,d\phi .$$

On the left, $E\,dD=(aP+bP^3)dP+\epsilon_bE\,dE$. Integrating from the neutral bulk, where $P=E=0$, to the surface gives

$$W(D)=\frac a2P^2+\frac b4P^4+\frac{\epsilon_b}2E^2 .$$

On the right, $d\phi=(kT/e)d\eta$ and $F_{3/2}'=F_{1/2}$. With subscripts $b$ for bulk and $s$ for surface,

$$W(D)=kT\{N_c[F_{3/2}(\eta_s)-F_{3/2}(\eta_b)]-N(\eta_s-\eta_b)\}.$$

For a given $D$ this has one root $\eta_s$ below $\eta_b$ (depletion) and one above (accumulation). Positive $D$ leaves the left electrode, which must carry charge $+D$ and is depleted; the right one carries $-D$ and is accumulated. Let $\psi_L$ and $\psi_R$ be the potential drops, counted from left to right. Then

$$V(D)=\psi_L(D)+\psi_R(D)+E_f(D)\,d-V_{bi},$$

with $E_f$ the film field. States at zero bias are the roots of $V(D)=0$.

Two limits explain the electrodes. If the surface is emptied of electrons, $F_{3/2}(\eta_s)\to0$ and

$$W=NkT(\eta_b-\eta_s)-kTN_cF_{3/2}(\eta_b).$$

Dividing by $eN$ and using $N=N_cF_{1/2}(\eta_b)$ gives the depletion drop

$$\frac{kT}{e}(\eta_b-\eta_s)=\frac{W}{eN}+\frac{kT}{e}\frac{F_{3/2}(\eta_b)}{F_{1/2}(\eta_b)} .$$

The second term is a constant, 0.029 V for the left electrode in the example below. The first, $W/eN$, grows as $D^2$ while $P$ is small and faster once the quartic term matters, so the drop as a whole is not a pure power of $D$. For small $D$ the electrode responds linearly instead, $\psi_L+\psi_R\approx sD$, with $s>0$.

## Which states are stable

Moving charge $dD$ per area around the circuit stores $V(D)\,dD$ in the stack and takes $V\,dD$ from the source. The total energy therefore has slope $V(D)-V$, and a minimum requires $dV(D)/dD>0$, a positive differential capacitance. This concerns uniform changes at fixed bias; it says nothing about domains.

Near $D=0$ the film has $E_f\approx aD/(1+\epsilon_ba)$, so

$$\frac{dV}{dD}\approx s-\frac{|a|d}{1-\epsilon_b|a|} .$$

With equal electrodes, $D=0$ is a solution at zero bias. It is unstable in a thick film and becomes stable when $d$ is small enough for $s$ to win. A built-in voltage shifts the solutions and can remove one polar state at a larger thickness.

## A 40 nm film in numbers

The film has $P_0=25$ µC/cm², $a=-5.65\times10^8$ m/F and $\epsilon_b=7\epsilon_0$. The electrodes have low-field relative permittivity 300, $b=8\times10^9$ m⁵/(F C²), and $2\times10^{20}$ (left) and $4\times10^{20}$ (right) donors per cm³. At 300 K, $\eta_L=-0.089$ and $\eta_R=0.849$, so $V_{bi}=25.85\,(-0.089-0.849)\approx-24$ mV.

Started from $+P_0$, the largest potential corrections were 0.15, 0.23, 0.12, 0.020, $1.1\times10^{-3}$, $5.5\times10^{-6}$ and $2.0\times10^{-10}$ V, followed by one at rounding level. The sixth and seventh are roughly 5 and 7 V⁻¹ times the square of their predecessors: quadratic convergence. The 0.3 V limit was never reached.

The states at zero bias are:

| State | $P$ (µC/cm²) | Left drop (V) | Film drop (V) | Right drop (V) |
|---|---|---|---|---|
| plus | 23.42 | 0.515 | −0.647 | 0.108 |
| minus | −24.07 | −0.125 | 0.396 | −0.295 |
| middle | 0.11 | 0.0007 | −0.0254 | 0.0005 |

Each row sums to $V_{bi}$; for the plus state, $0.515-0.647+0.108=-0.024$ V. Its displacement is 23.3206 µC/cm² from Newton and 23.3203 from the scalar equation. Halving the electrode cell from 0.10 to 0.05 nm reduced the error of the accumulation drop from 0.54 to 0.14 mV, a factor 3.94, as expected of a second-order scheme.

The depletion formula for the left electrode of the plus state gives

$$0.303+0.161+0.022+0.029=0.515\ \text{V},$$

from the linear, quartic, background and thermal terms in turn. A constant permittivity would miss the quartic term, about a third of the drop.

The two polar states differ because the plus state depletes the lightly doped electrode and the minus state the heavily doped one. The electrode drops total 0.623 V and 0.420 V in magnitude. The built-in voltage adds 0.024 V to the first film drop and subtracts as much from the second, which accounts for 0.647 and 0.396 V.

The differential capacitances are 2.44, 2.42 and −4.48 µF/cm² for plus, minus and middle. Relaxation of $P$ from 1 µC/cm² above or below the middle state ended in the plus or the minus state, as the sign predicts.

Carrier statistics matter on the accumulated side. There $\eta_s=5.0$, and the drop is 0.108 V with Fermi–Dirac statistics but 0.066 V with Boltzmann statistics at the same $D$. Boltzmann electrons can crowd at the surface without the cost of filling higher states.

With bias, doping and material held fixed, the thickness changes the plus state as follows:

| $d$ (nm) | $P$ (µC/cm²) | Film field (MV/cm) |
|---|---|---|
| 10 | 19.5 | −0.433 |
| 20 | 22.0 | −0.281 |
| 40 | 23.4 | −0.162 |
| 80 | 24.2 | −0.087 |

The field grows more slowly than $1/d$ as the film thins, because a smaller polarization also produces smaller electrode drops. In the thick limit the drops saturate, the field vanishes as $1/d$, and $P\to P_0$.

For the opposite limit, the middle state gives $s\approx0.0012\ \text{V}/0.109\ \text{µC/cm}^2\approx1.1$ V m²/C. With $|a|/(1-\epsilon_b|a|)\approx5.9\times10^8$ m/F, the slope at small $D$ changes sign near $d\approx2$ nm. The built-in voltage favours negative polarization, so as the film thins the plus state is lost before this thickness is reached. Both statements extrapolate to a few lattice cells, where a continuum model is doubtful.

## The real case and the neglected effects

The parameters are rough values in the regime of lead zirconate titanate (PZT) on niobium-doped strontium titanate. The polarization is low for this material: epitaxial tetragonal films reach roughly 60–80 µC/cm², and 25 is nearer to a polycrystalline film. The result cannot simply be scaled up. Doubling the electrode polarization at fixed doping multiplies the linear depletion term by four and the quartic one by sixteen, giving $4(0.303)+16(0.161)\approx3.8$ V from these two terms alone. That exceeds the electrode gap of about 3.2 eV, so holes would have to be included. In the present example the Fermi level at the depleted surface is still 2.7 eV above the valence edge, and holes are negligible.

Real interfaces also hold trapped charge. If a positive sheet charge $\sigma$ sits at the left interface, the electrode need supply only $D-\sigma$. Since $dW/dD=E$, the depletion drop changes by $E_s/(eN)$ per unit charge, with $E_s$ the electrode surface field. Here $E_s=1.78$ MV/cm and $eN=D/(7.28\ \text{nm})$, where 7.28 nm is the depletion width, so 1 µC/cm² removes about 0.056 V. Multiplying by 2.44 µF/cm² gives a rise of $D$ by about 0.14 µC/cm², to first order.

Quantum confinement is left out of the electrode model. A triangular well with the surface field has a ground-state energy of 0.15 to 0.25 eV for masses of 5 to 1 electron masses. This exceeds the calculated well depth of 0.108 eV, so the semiclassical accumulation layer is not quantitatively reliable. Taken as an extra voltage drop, these energies would lower $D$ by about 0.4 to 0.6 µC/cm², or 2 to 3%. This is an overestimate, because the confinement energy partly replaces the filling energy already contained in the semiclassical drop.

Several omissions are small here. With an assumed band offset of 0.4 eV, the lowest film band edge lies 0.27 eV above the Fermi level, and electrons spilling into the film carry about $10^{-5}$ of $D$. The tunnelling exponent at that barrier is about 200, so direct tunnelling through the film is negligible. Thermal emission over the barrier is not estimated; it carries no net current at zero bias but could matter at finite bias. The film field is 0.16 of a rough 1 MV/cm breakdown field. The electrode surface field is above that figure, however, and the model contains no breakdown mechanism.

Gradient energy was dropped for a reason that can be derived. Adding $-gP''$ to the polarization law and perturbing $P$ by $p$ at constant $D$ gives $gp''=(a+3bP^2+1/\epsilon_b)p$. For a rough $g=10^{-10}$ J m³/C² the decay length is 0.08 nm, less than a lattice cell. A longitudinal profile on that scale has no meaning in a continuum model.

Domains are the serious omission. The plus state lies 62 mJ/m² above a perfectly screened film. Stripes of width $L$ cost wall energy $\gamma d/L$ per film area, with $\gamma$ the energy per wall area. For a rough $\gamma=50$ mJ/m² this equals the excess at $L=50\times40/62\approx32$ nm. Wider stripes would have lower energy if they removed the whole excess and their stray fields cost nothing. The calculation thus establishes a state stable against uniform changes, not the lowest state of a film free to form domains. The numerical output below lists the values behind these estimates.

## Calculated quantities

```
temperature 300 K, kT/e 25.85 mV
film (rough): P0 25.0 uC/cm2, susceptibility 100, background 7, d 40 nm
film a -5.647e+08 m/F, b 9.035e+09 m5/(F C2)
film intrinsic coercive field 0.543 MV/cm
electrodes (rough): permittivity 300, background 5, DOS mass 5 m0
electrode a 3.829e+08 m/F, b 8.0e+09 m5/(F C2)
donors left 2.0e+20, right 4.0e+20, Nc 2.806e+20 cm-3
bulk eta left -0.089, right 0.849; built-in voltage -24.2 mV
grid: electrode cell 0.05 nm, electrode length 30 nm, unknowns 2441
plus: P 23.421, D 23.3206, scalar D 23.3203 uC/cm2
  film field -0.1618 MV/cm, film drop -0.6472 V
  drop left 0.5151 V, right 0.1078 V, dD/dV 2.441 uF/cm2
minus: P -24.074, D -24.0122, scalar D -24.0119 uC/cm2
  film field 0.0989 MV/cm, film drop 0.3956 V
  drop left -0.1248 V, right -0.2950 V, dD/dV 2.417 uF/cm2
middle: P 0.113, D 0.1087, scalar D 0.1087 uC/cm2
  film field -0.0064 MV/cm, film drop -0.0254 V
  drop left 0.0007 V, right 0.0005 V, dD/dV -4.482 uF/cm2
Newton iterations, plus state: 8; largest potential step (V):
  1.5e-01 2.3e-01 1.2e-01 2.0e-02 1.1e-03 5.5e-06
  2.0e-10 5.4e-17
grid error of accumulation drop: 0.10 nm -5.37e-04 V, 0.05 nm -1.36e-04 V, ratio 3.94
depletion width D/(eN) 7.28 nm
depletion drop: linear 0.3033, quartic 0.1609, background 0.0218, thermal 0.0291 V
depletion drop: formula 0.5152 V, Newton 0.5151 V
accumulated surface: eta 5.02, density 2.49e+21 cm-3
accumulation drop: Fermi-Dirac 0.1078 V, Boltzmann at same D 0.0662 V
relaxation from middle state +-1 uC/cm2 ends at 23.421 and -24.073 uC/cm2
thickness 10 nm: P 19.453 uC/cm2, field -0.4334 MV/cm
thickness 20 nm: P 21.995 uC/cm2, field -0.2806 MV/cm
thickness 40 nm: P 23.421 uC/cm2, field -0.1618 MV/cm
thickness 80 nm: P 24.188 uC/cm2, field -0.0873 MV/cm
electrode surface field 1.778 MV/cm
neglected confinement, mass 1 m0: 0.249 eV, shift of D up to about 0.607 uC/cm2
neglected confinement, mass 5 m0: 0.145 eV, shift of D up to about 0.355 uC/cm2
band offset (rough) 0.4 eV, lowest film band edge above Fermi level 0.270 eV
neglected spill-over charge / D 8.9e-06; tunnel exponent at that barrier 213
gap (rough) 3.2 eV; Fermi level above valence edge at depleted surface 2.68 eV
gradient coefficient (rough) 1e-10 J m3/C2, correlation length 0.077 nm
film field / rough breakdown field of 1 MV/cm: 0.16
single-domain excess energy 61.9 mJ/m2; wall energy (rough) 50 mJ/m2; stripe width 32 nm
```
